# Exchange constants from finite Brillouin-zone grids: images, metallic tails and sum rule: a program that tests the result

```python
"""Exchange constants of a ferromagnetic chain from finite Brillouin-zone grids.

Result under test: sampling the converged J(q) on N points gives
    J_N(n) = sum over L of J(n + N L),
whereas using the same N points inside the Green functions gives the exchange
of an N-site ring, which has extra cross terms. Metallic tails cos(Q n)/n make
the image error fall only as 1/N; the J0 sum rule does not reveal that error.

Symbols: bands -2 t cos k -+ D/2 (up, down), Fermi level mu, zero temperature,
n = distance in sites, k and q in radians per site, energies in eV.
Convention: E = - sum over ordered pairs i != j of J_ij e_i.e_j .
"""
import numpy as np
from scipy.integrate import quad

t = 1.0            # hopping, eV
D = 2.0            # exchange splitting, eV
spacing = 2.5      # lattice spacing, angstrom
mu_metal = 0.2     # both spins metallic, eV
mu_half = -1.5     # only the majority spin metallic, eV
n_max = 10         # largest wanted distance, sites
tolerance = 0.05   # accepted error relative to the envelope

# ---------- exchange from Green functions on the line mu + i y ----------
STEP = 0.05
y = np.exp(np.arange(-36.0, 36.0 + STEP / 2, STEP))


def site_green(zeta):
    """Return g and log(w), where G(n) = g w^|n| and |w| < 1."""
    root = np.sqrt(zeta - 2 * t) * np.sqrt(zeta + 2 * t)
    large = (-zeta - root) / (2 * t)
    return 1 / (t * (1 / large - large)), -np.log(large)


def contour(mu):
    g_up, log_up = site_green(mu + D / 2 + 1j * y)
    g_dn, log_dn = site_green(mu - D / 2 + 1j * y)
    weight = -D**2 / (4 * np.pi) * STEP * y * g_up * g_dn
    return weight, log_up, log_dn


def amplitude(c, n):
    """Complex amplitude: real part is J(n), modulus is the envelope."""
    weight, log_up, log_dn = c
    n = np.atleast_1d(np.abs(n))
    return np.exp(np.outer(n, log_up + log_dn)) @ weight


def J_true(c, n):
    return amplitude(c, n).real


def periodic(log_w, n, N):
    """Sum of w^|n + N L| over all integers L, for 0 <= n <= N."""
    return ((np.exp(n * log_w) + np.exp((N - n) * log_w))
            / (1 - np.exp(N * log_w)))


def J_images(c, n, N):
    weight, log_up, log_dn = c
    return np.sum(weight * periodic(log_up + log_dn, n, N)).real


def J_single(c, n, N):
    weight, log_up, log_dn = c
    return np.sum(weight * periodic(log_up, n, N)
                  * periodic(log_dn, n, N)).real


# ---------- independent roads ----------
def band(k, spin):
    return -2 * t * np.cos(k) - spin * D / 2


def J_of_q(q, mu):
    """Converged k integral of the definition, split at the Fermi points."""
    points = [-np.pi, np.pi]
    for spin, shift in ((1, 0.0), (-1, q)):
        cosine = -(mu + spin * D / 2) / (2 * t)
        if abs(cosine) < 1:
            for k in (np.arccos(cosine), -np.arccos(cosine)):
                points.append((k - shift + np.pi) % (2 * np.pi) - np.pi)
    points = np.sort(points)
    total = 0.0
    for a, b in zip(points[:-1], points[1:]):
        if b - a < 1e-13:
            continue
        mid = (a + b) / 2
        df = int(band(mid, 1) < mu) - int(band(mid + q, -1) < mu)
        if df:
            total += df * quad(
                lambda k: 1 / (band(k, 1) - band(k + q, -1)),
                a, b, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return -D**2 / 4 * total / (2 * np.pi)


def J_double_sum(n, N, mu):
    k = 2 * np.pi * np.arange(N) / N
    e_up, e_dn = band(k, 1)[:, None], band(k, -1)[None, :]
    df = (e_up < mu).astype(float) - (e_dn < mu)
    gap = np.where(df != 0, e_up - e_dn, 1.0)
    phase = np.cos((k[:, None] - k[None, :]) * n)
    return -D**2 / 4 * np.sum(df / gap * phase) / N**2


def ring_energy(N, mu, angles):
    """Grand potential of a ring; angles maps site -> rotation of its spin."""
    hop = np.zeros((N, N))
    for i in range(N):
        hop[i, (i + 1) % N] = hop[(i + 1) % N, i] = -t
    theta = np.zeros(N)
    for site, angle in angles.items():
        theta[site] = angle
    sx = np.array([[0.0, 1.0], [1.0, 0.0]])
    sz = np.diag([1.0, -1.0])
    H = (np.kron(hop, np.eye(2))
         - D / 2 * np.kron(np.diag(np.cos(theta)), sz)
         - D / 2 * np.kron(np.diag(np.sin(theta)), sx))
    levels = np.linalg.eigvalsh(H)
    return np.sum(levels[levels < mu] - mu)


metal, half = contour(mu_metal), contour(mu_half)
N0 = 2 * n_max

# Image theorem: Fourier sum of the integrated J(q) against explicit images.
M = 200
L = np.arange(-M, M + 1)
smooth = np.cos(np.pi * L / (2 * M))**2   # sums the slowly decaying series
q_grid = 2 * np.pi * np.arange(N0) / N0
worst_image = 0.0
for c, mu in ((metal, mu_metal), (half, mu_half)):
    Jq = np.array([J_of_q(q, mu) for q in q_grid])
    for n in range(n_max + 1):
        fourier = np.mean(Jq * np.cos(q_grid * n))
        explicit = np.sum(smooth * J_true(c, n + N0 * L))
        worst_image = max(worst_image, abs(fourier - explicit))
        assert abs(fourier - explicit) < 2e-6
        assert abs(fourier - J_images(c, n, N0)) < 1e-7

# Single grid: double k sum, and energies of a ring with rotated spins.
for c, mu in ((metal, mu_metal), (half, mu_half)):
    for n in range(N0):
        assert abs(J_single(c, n, N0) - J_double_sum(n, N0, mu)) < 1e-9
h = 2e-3
n_rot = 3
mixed = sum(s * r * ring_energy(N0, mu_metal, {0: s * h, n_rot: r * h})
            for s in (1, -1) for r in (1, -1)) / (4 * h**2)
J_rotated = -mixed / 2
assert abs(J_rotated - J_single(metal, n_rot, N0)) < 3e-6
curvature = (ring_energy(N0, mu_metal, {0: h})
             + ring_energy(N0, mu_metal, {0: -h})
             - 2 * ring_energy(N0, mu_metal, {})) / h**2
J0_rotated = curvature / 2
J0_ring = sum(J_single(metal, n, N0) for n in range(1, N0))
assert abs(J0_rotated - J0_ring) < 3e-6

# Metallic tail and the large-N law of the image error.
k_up = np.arccos(-(mu_metal + D / 2) / (2 * t))
k_dn = np.arccos(-(mu_metal - D / 2) / (2 * t))
v_up, v_dn = 2 * t * np.sin(k_up), 2 * t * np.sin(k_dn)
Q = k_up + k_dn
A = D**2 / (4 * np.pi * (v_up + v_dn))
for n in (200, 201, 202):
    assert abs(J_true(metal, n)[0] - A * np.cos(Q * n) / n) < 0.02 * A / n
J_far = J_true(metal, n_max)[0]
N_big = 1000
error_big = J_images(metal, n_max, N_big) - J_far
law_big = (-2 * A * np.cos(Q * n_max) / N_big
           * np.log(abs(2 * np.sin(Q * N_big / 2))))
assert abs(error_big / law_big - 1) < 0.05

# Exponential control case.
kappa = np.arccosh(abs(mu_half - D / 2) / (2 * t))
env = np.abs(amplitude(half, np.array([40, 41])))
decay = env[1] / env[0] * 41 / 40
assert abs(decay / np.exp(-kappa) - 1) < 0.01
J_far_half = J_true(half, n_max)[0]
ratio_half = J_images(half, n_max, N0) / J_far_half
assert abs(ratio_half - 2) < 1e-3

# Sum rule: infinite chain, q grid, and single grid.
moment = (k_up - k_dn) / np.pi
J_onsite = J_true(metal, 0)[0]
J0_rule = D * moment / 4 - J_onsite
cut = 2000
distances = np.arange(1, cut + 1)
J_list = J_true(metal, distances)
J0_sum = 2 * np.sum(J_list * np.cos(np.pi * distances / (2 * cut))**2)
assert abs(J0_sum - J0_rule) < 1e-6
total_q = sum(J_images(metal, n, N0) for n in range(N0))
assert abs(total_q - D * moment / 4) < 1e-9
k = 2 * np.pi * np.arange(N0) / N0
moment_ring = np.mean((band(k, 1) < mu_metal).astype(float)
                      - (band(k, -1) < mu_metal))
total_ring = sum(J_single(metal, n, N0) for n in range(N0))
assert abs(total_ring - D * moment_ring / 4) < 1e-9
J0_q_grid = total_q - J_images(metal, 0, N0)
image_self = np.sum(smooth * J_true(metal, N0 * L)) - J_onsite
assert abs(J0_q_grid - (J0_rule - image_self)) < 2e-6

# The metallic reference state is not a minimum: J(q) is larger near Q.
J_near_Q = J_of_q(Q + 1e-3, mu_metal)
J_at_zero = J_of_q(0.0, mu_metal)
assert J_near_Q > J_at_zero

# Which grids meet the tolerance at the largest distance?
env_metal = abs(amplitude(metal, n_max)[0])
env_half = abs(amplitude(half, n_max)[0])
N_scan = np.arange(N0, 3001)
err_metal = np.array([abs(J_images(metal, n_max, N) - J_far)
                      for N in N_scan]) / env_metal
N_short = np.arange(N0, 201)
err_half = np.array([abs(J_images(half, n_max, N) - J_far_half)
                     for N in N_short]) / env_half
first_metal = N_scan[err_metal < tolerance][0]
last_metal = N_scan[err_metal >= tolerance][-1]
last_half = N_short[err_half >= tolerance][-1]
assert last_metal > 5 * last_half
single_40 = abs(J_single(half, n_max, 40) - J_far_half) / env_half
image_40 = abs(J_images(half, n_max, 40) - J_far_half) / env_half
assert single_40 > 100 * image_40

print(f"hopping t = {t:.1f} eV, splitting D = {D:.1f} eV")
print(f"spacing = {spacing:.1f} angstrom")
print(f"largest distance = {n_max} sites = {n_max * spacing:.1f} angstrom")
print(f"Fermi levels: metal {mu_metal:.1f} eV, half-metal {mu_half:.1f} eV")
print(f"metal kF up, down = {k_up:.4f}, {k_dn:.4f} rad/site")
print(f"metal v up, down = {v_up:.4f}, {v_dn:.4f} eV (per rad/site)")
print(f"Q = {Q:.4f} rad/site, tail amplitude A = {A:.5f} eV")
print(f"metal true J(10) = {J_far:.6f} eV")
print(f"metal tail formula at 10 = {A * np.cos(Q * n_max) / n_max:.6f} eV")
print(f"metal envelope at 10 = {env_metal:.6f} eV")
print(f"half-metal true J(10) = {J_far_half:.4e} eV")
print(f"half-metal envelope at 10 = {env_half:.4e} eV")
print(f"half-metal kappa = {kappa:.4f} per site")
print(f"half-metal decay factor: {decay:.5f}, exp(-kappa) {np.exp(-kappa):.5f}")
print(f"N=20 Fourier sum minus explicit images, worst = {worst_image:.1e} eV")
print("J(10) in eV: N | metal q-grid, single | half-metal q-grid, single")
for N in (20, 24, 40, 100, 200, 400, 1000):
    print(f"{N:5d} | {J_images(metal, n_max, N):.6f}"
          f" {J_single(metal, n_max, N):.6f}"
          f" | {J_images(half, n_max, N):.4e}"
          f" {J_single(half, n_max, N):.4e}")
print("q-grid error / envelope: N | metal | half-metal")
for N in (20, 24, 40, 100, 200):
    print(f"{N:5d} | {err_metal[N - N0]:.4f} | {err_half[N - N0]:.2e}")
print(f"half-metal J_20(10)/J(10) = {ratio_half:.6f}")
print(f"half-metal N=40 single-grid error / envelope = {single_40:.4f}")
print(f"metal N=1000 error: {error_big:.4e} eV, law {law_big:.4e} eV")
print(f"accepted error / envelope = {tolerance:.2f}")
print(f"metal: first N that passes = {first_metal}")
print(f"metal: last N that fails, scan to {N_scan[-1]} = {last_metal}")
print(f"half-metal: last N that fails, scan to {N_short[-1]} = {last_half}")
print(f"ring N=20, J(3): rotation {J_rotated:.6f} eV,"
      f" formula {J_single(metal, n_rot, N0):.6f} eV")
print(f"metal moment = {moment:.5f} electrons/site")
print(f"D m/4 = {D * moment / 4:.6f} eV, J(n=0) = {J_onsite:.6f} eV")
print(f"J0 from rule = {J0_rule:.6f} eV, from distances {J0_sum:.6f} eV")
print(f"J0 cut at 10 sites = {2 * J_list[:10].sum():.6f} eV,"
      f" at 100 sites {2 * J_list[:100].sum():.6f} eV")
print(f"q-grid N=20: full sum = {total_q:.6f} eV, without n=0"
      f" {J0_q_grid:.6f} eV")
print(f"ring N=20: moment = {moment_ring:.5f} electrons/site,"
      f" full sum {total_ring:.6f} eV")
print(f"ring N=20 J0: rotation {J0_rotated:.6f} eV, sum {J0_ring:.6f} eV")
print(f"J(q=0) = {J_at_zero:.6f} eV, J(q=Q+0.001) = {J_near_Q:.6f} eV")
print("every check passed")
```

It prints:

```
hopping t = 1.0 eV, splitting D = 2.0 eV
spacing = 2.5 angstrom
largest distance = 10 sites = 25.0 angstrom
Fermi levels: metal 0.2 eV, half-metal -1.5 eV
metal kF up, down = 2.2143, 1.1593 rad/site
metal v up, down = 1.6000, 1.8330 eV (per rad/site)
Q = 3.3736 rad/site, tail amplitude A = 0.09272 eV
metal true J(10) = -0.006344 eV
metal tail formula at 10 = -0.006314 eV
metal envelope at 10 = 0.009241 eV
half-metal true J(10) = 1.1816e-05 eV
half-metal envelope at 10 = 1.1845e-05 eV
half-metal kappa = 0.6931 per site
half-metal decay factor: 0.50022, exp(-kappa) 0.50000
N=20 Fourier sum minus explicit images, worst = 2.6e-07 eV
J(10) in eV: N | metal q-grid, single | half-metal q-grid, single
   20 | -0.007772 -0.039363 | 2.3632e-05 5.2907e-05
   24 | -0.011647 -0.003068 | 1.2073e-05 4.2240e-05
   40 | -0.003886 -0.009841 | 1.1816e-05 1.3227e-05
  100 | -0.005814 -0.006870 | 1.1816e-05 7.1267e-06
  200 | -0.005931 -0.006390 | 1.1816e-05 9.4699e-06
  400 | -0.006262 -0.004903 | 1.1816e-05 1.0730e-05
 1000 | -0.006436 -0.006220 | 1.1816e-05 1.1513e-05
q-grid error / envelope: N | metal | half-metal
   20 | 0.1545 | 9.98e-01
   24 | 0.5739 | 2.17e-02
   40 | 0.2660 | 1.28e-07
  100 | 0.0573 | 0.00e+00
  200 | 0.0447 | 0.00e+00
half-metal J_20(10)/J(10) = 2.000000
half-metal N=40 single-grid error / envelope = 0.1191
metal N=1000 error: -9.1605e-05 eV, law -9.0439e-05 eV
accepted error / envelope = 0.05
metal: first N that passes = 48
metal: last N that fails, scan to 3000 = 1097
half-metal: last N that fails, scan to 200 = 23
ring N=20, J(3): rotation -0.030430 eV, formula -0.030430 eV
metal moment = 0.33582 electrons/site
D m/4 = 0.167911 eV, J(n=0) = 0.268296 eV
J0 from rule = -0.100384 eV, from distances -0.100384 eV
J0 cut at 10 sites = -0.107187 eV, at 100 sites -0.100611 eV
q-grid N=20: full sum = 0.167911 eV, without n=0 -0.096879 eV
ring N=20: moment = 0.40000 electrons/site, full sum 0.200000 eV
ring N=20 J0: rotation -0.084003 eV, sum -0.084003 eV
J(q=0) = 0.167911 eV, J(q=Q+0.001) = 0.941122 eV
every check passed
```
